# The best trap position for tunnelling through a uniform-decay barrier

In a reverse-biased tunnel junction an electron can pass from filled valence states to empty conduction states in one step, or it can stop at a defect level in the gap. This problem asks where a single trap carries the most current, and how that current depends on barrier length.

The barrier occupies $0<x<d$. An electron of energy $E$ has a wave function that decays there with the same constant $\kappa$ everywhere, so probabilities decay with $2\kappa$. The trap lies at $x$, holds at most one electron, and has its level at $E$. Tunnelling is elastic. States on the left have occupation $f_L$, those on the right $f_R$.

## (a) How does the rate between a trap and one side depend on distance?

*Take a short-range trap in one dimension, a distance $\ell$ from a barrier edge beyond which the electron has wave number $k$ and the same mass $m$. Assume $\kappa\ell\gg1$.*

**Solution.** The isolated trap state is $\psi=\sqrt{\kappa}\,e^{-\kappa|x-a|}$ for a trap at $a$. It is normalized, since $\int\kappa e^{-2\kappa|x-a|}dx=1$. At the edge its amplitude is $A=\sqrt\kappa\,e^{-\kappa\ell}$.

Let $u$ be the distance measured outward from the edge. Inside, the edge adds a reflected part, so $\psi=Ae^{-\kappa u}+Be^{\kappa u}$. Outside there is an outgoing wave $Ce^{iku}$. Continuity of $\psi$ and of its slope at $u=0$ gives

$$A+B=C,\qquad \kappa(B-A)=ikC .$$

Inserting $B=C-A$ into the second equation gives $\kappa(C-2A)=ikC$, hence

$$C=\frac{2\kappa A}{\kappa-ik},\qquad |C|^2=\frac{4\kappa^2A^2}{\kappa^2+k^2}.$$

The outgoing flux $(\hbar k/m)|C|^2$ is the escape rate:

$$c=\nu e^{-2\kappa\ell},\qquad \nu=\frac{4\hbar k\kappa^3}{m(\kappa^2+k^2)} .$$

This is the leading order in $e^{-2\kappa\ell}$, because the reaction of the reflected part on the trap was dropped. Filling an empty trap from full states uses the same coupling and the same density of states as emptying it into empty ones, so it has the same rate. Therefore

$$c_L=\nu_Le^{-2\kappa x},\qquad c_R=\nu_Re^{-2\kappa(d-x)} .$$

In three dimensions the prefactors differ, and for a point trap they also fall slowly with distance, roughly as $1/\ell$. This variation is weak beside the exponential (in the example of part (g) it would move the best position by about 0.2 nm) and is neglected below: the prefactors are taken as constants independent of $x$.

Without a trap, the amplitude at the far edge of a thick barrier is smaller than that at the near edge by $e^{-\kappa d}$, apart from constants set by the edges. The direct rate is thus $R_{\rm dir}=\nu_0e^{-2\kappa d}$.

## (b) What is the steady rate through the trap?

**Solution.** Let $f$ be the probability that the trap is full. For one spin state, the left side fills it at rate $c_Lf_L(1-f)$ and empties it at rate $c_L(1-f_L)f$. The difference is $c_L(f_L-f)$. Treating the right side likewise,

$$\frac{df}{dt}=c_L(f_L-f)-c_R(f-f_R).$$

In the steady state $f=(c_Lf_L+c_Rf_R)/(c_L+c_R)$. The net rate from left to right is

$$R=c_L(f_L-f)=c_L\,\frac{c_R(f_L-f_R)}{c_L+c_R}.$$

From here on $f_L=1$ and $f_R=0$, so

$$R=\frac{c_Lc_R}{c_L+c_R},\qquad \frac1R=\frac1{c_L}+\frac1{c_R}.$$

The second form adds two mean waiting times, one to fill the trap and one to empty it; the slower step controls the rate. If either of two spins can enter an empty trap but the trap holds only one electron, the capture rate doubles while the escape rate does not. With full and empty sides this is covered by letting $\nu_L$ stand for total capture.

## (c) Where should the trap sit, and what is the largest rate?

**Solution.** Moving the trap to the right slows filling and speeds emptying by the same factor. The product of the rates is therefore fixed:

$$c_Lc_R=\nu_L\nu_R\,e^{-2\kappa x-2\kappa(d-x)}=\nu_L\nu_R\,e^{-2\kappa d}.$$

With a fixed numerator, $R$ is largest when $c_L+c_R$ is smallest. Since

$$c_L+c_R=\left(\sqrt{c_L}-\sqrt{c_R}\right)^2+2\sqrt{c_Lc_R},$$

and the last term is constant, the minimum is at $c_L=c_R$. Taking logarithms of this equality gives

$$\ln\nu_L-2\kappa x=\ln\nu_R-2\kappa d+2\kappa x,$$

$$x^*=\frac d2+\frac{1}{4\kappa}\ln\frac{\nu_L}{\nu_R}.$$

Both rates then equal $c^*=\sqrt{\nu_L\nu_R}\,e^{-\kappa d}$, and the series rate is half of either:

$$R^*=\frac{c^*}{2}=\frac12\sqrt{\nu_L\nu_R}\;e^{-\kappa d}.$$

The direct exponent $2\kappa d$ has become $\kappa d$. The best trap is at the geometric centre if $\nu_L=\nu_R$; otherwise it moves away from the side with the faster prefactor.

The matching point must lie inside the barrier, which requires

$$\left|\ln(\nu_L/\nu_R)\right|<2\kappa d .$$

Suppose instead that $\nu_Le^{-2\kappa d}>\nu_R$. Then $c_L>c_R$ everywhere, and moving the trap right keeps lowering the sum until $x=d$. There $R$ lies between $\nu_R/2$ and $\nu_R$: the exit prefactor limits the rate and no halved exponent appears. This edge result belongs to the rate model, since part (a) assumed that the trap is many decay lengths from each edge.

## (d) How sharply is the best position selected?

**Solution.** Measured from the best position, the two rates are

$$c_L=c^*e^{-2\kappa(x-x^*)},\qquad c_R=c^*e^{+2\kappa(x-x^*)} .$$

Their sum is $2c^*\cosh[2\kappa(x-x^*)]$ and their product is $c^{*2}$, so

$$R(x)=\frac{R^*}{\cosh[2\kappa(x-x^*)]} .$$

Far from $x^*$ the rate falls as $2R^*e^{-2\kappa|x-x^*|}$. A badly placed trap therefore loses the benefit of the halved exponent.

For traps spread evenly in position, each aligned with the electron energy, the total is set by the effective width $w=\int_0^dR\,dx/R^*$. The function $g(y)=2\arctan[\tanh(y/2)]$ has derivative

$$g'(y)=\frac{\operatorname{sech}^2(y/2)}{1+\tanh^2(y/2)}=\frac1{\cosh^2(y/2)+\sinh^2(y/2)}=\frac1{\cosh y}.$$

Hence

$$w=\frac{g[2\kappa(d-x^*)]+g(2\kappa x^*)}{2\kappa}\;\longrightarrow\;\frac{\pi}{2\kappa},$$

where the limit holds when both edges are many decay lengths from $x^*$, because $g\to\pi/2$.

## (e) Does the result need the electron to lose its phase in the trap?

**Solution.** Treat the passage as coherent. Let $\Gamma_L=\hbar c_L$, $\Gamma_R=\hbar c_R$ and $\Gamma=\Gamma_L+\Gamma_R$. A wave of energy $E$ and unit flux from the left drives the trap amplitude $b$. If the level is $E_0$ and the drive strength is $K$, the steady amplitude obeys

$$0=\left[\frac{i(E-E_0)}{\hbar}-\frac{\Gamma}{2\hbar}\right]b+K,\qquad |b|^2=\frac{\hbar^2|K|^2}{(E-E_0)^2+\Gamma^2/4}.$$

To find $K$, close the right side. Full left states supply a flux $dE/(2\pi\hbar)$ in each energy interval, and must then fill the trap with probability one. Using $\int dE/[(E-E_0)^2+\Gamma_L^2/4]=2\pi/\Gamma_L$, this condition reads $\hbar|K|^2/\Gamma_L=1$, so $|K|^2=\Gamma_L/\hbar$.

With the right side open, the transmitted flux is $(\Gamma_R/\hbar)|b|^2$, or

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+\Gamma^2/4}.$$

The total rate is

$$\int\frac{dE}{2\pi\hbar}\,T(E)=\frac{\Gamma_L\Gamma_R}{\hbar\Gamma}=\frac{c_Lc_R}{c_L+c_R}.$$

This is the sequential rate again. It requires a resonance narrow enough that the occupations and rates hardly vary across it.

A direct solution of the wave equation puts numbers to this. Take a flat barrier with $\kappa=0.3485$ nm⁻¹, mass $0.04\,m_0$ and a short-range trap. Let the potential floors lie 0.1 eV (left) and 4.0 eV (right) below the trap level; the second value is chosen to make the sides unequal, not to represent a device. The wave was propagated through each segment, $T$ was integrated numerically over the resonance, and the trap position was varied to maximize the result.

For $d=40$ nm the best position was 0.7924 nm right of centre, against 0.7923 nm from $x^*$ with the prefactors of part (a). The peak rate was $1.782\times10^8$ s⁻¹, against $1.784\times10^8$ s⁻¹ from $R^*$. The integration stopped about 500 half-widths from the resonance, which omits a fraction $2/(500\pi)\approx0.13\%$ of a Lorentzian and accounts for the difference. Between $d=40$ and 46 nm, the logarithm of the peak rate fell by 0.3485 per nm and that of the direct transmission by 0.6969 per nm. This close agreement belongs to thick barriers. At $d=15$ nm the resonance is about 3 meV wide and the rates vary across its tails; the integrated rate then lies about 10% above $R^*$ and the best position about 0.1 nm further right than $x^*$.

## (f) What replaces these results in a junction, where the decay constant varies?

*Consider a uniform field $F$, gap $E_g$, and symmetric two-band dispersion.*

**Solution.** Replace $2\kappa x$ by $S(x)=2\int_0^x\kappa(x')dx'$, with total $S_d=S(d)$. The prefactors of part (a) contain the decay constant, so they now vary with the trap's position. Neglect this slower variation and keep them constant. The rates are then $\nu_Le^{-S}$ and $\nu_Re^{-(S_d-S)}$. Their product is again fixed, so the argument of part (c) gives

$$S(x^*)=\frac{S_d}2+\frac12\ln\frac{\nu_L}{\nu_R},\qquad R^*=\frac12\sqrt{\nu_L\nu_R}\,e^{-S_d/2}.$$

The exponent is still halved. For equal prefactors the best trap divides the accumulated decay equally, though not necessarily the length; unequal prefactors shift the division by $\tfrac12\ln(\nu_L/\nu_R)$.

Let $\varepsilon$ be the energy measured from local midgap. The dispersion is $\varepsilon^2=(E_g/2)^2+(\hbar vk)^2$. Near the band edge $\varepsilon\approx E_g/2+\hbar^2v^2k^2/E_g$, so the edge mass is $m=E_g/(2v^2)$. In the gap $k=i\kappa$, and

$$\kappa=\kappa_{\max}\sqrt{1-\left(\frac{2\varepsilon}{E_g}\right)^2},\qquad \kappa_{\max}=\frac{E_g}{2\hbar v}=\frac{\sqrt{mE_g/2}}{\hbar}.$$

With elementary charge $q$, the bands fall by $qFx$ along the path. Thus $d=E_g/(qF)$, and $2\varepsilon/E_g=2x/d-1$ runs evenly from $-1$ to $1$. The mean of $\sqrt{1-s^2}$ over that interval is $\pi/4$, so

$$\bar\kappa=\frac\pi4\kappa_{\max},\qquad S_d=2\bar\kappa d=\frac{\pi\sqrt m\,E_g^{3/2}}{2\sqrt2\,\hbar qF}.$$

A uniform barrier with $\kappa=\bar\kappa$ therefore has the correct total exponent for this two-band model.

The field also ties position to energy: an aligned trap at $x$ has its level $qFx$ above the local valence edge. Selecting the best position means selecting a level, and for equal prefactors that level is midgap.

## (g) Evaluate the uniform model for a tunnel transistor junction.

*Use $E_g=0.75$ eV, $m=0.04\,m_0$, $F=0.5$ MV/cm $=0.05$ V/nm, $\nu_L=10^{13}$ s⁻¹, $\nu_R=10^{12}$ s⁻¹ and $\nu_0=10^{13}$ s⁻¹.*

**Solution.** The path length is $d=0.75/0.05=15$ nm. The formulas of part (f) give $\kappa_{\max}=0.4437$ nm⁻¹ and $\kappa=\bar\kappa=0.3485$ nm⁻¹. The direct exponent is $2\kappa d=10.45$, and the trap exponent is $\kappa d=5.227$.

The best position is

$$x^*=7.50+\frac{\ln10}{4(0.3485)}=7.50+1.65=9.15\ \text{nm},$$

which corresponds to a level $0.05\times9.15=0.458$ eV above the valence edge, compared with 0.375 eV for midgap. Filling and emptying each proceed at $1.70\times10^{10}$ s⁻¹, and

$$R^*=\tfrac12\sqrt{10^{25}}\,e^{-5.227}\approx8.5\times10^9\ \text{s}^{-1}.$$

A trap at the centre carries $4.9\times10^9$ s⁻¹. The effective width is 4.45 nm, slightly below the thick-barrier value $\pi/(2\kappa)=4.51$ nm because the edges cut the tails.

The direct rate is $10^{13}e^{-10.454}=2.9\times10^8$ s⁻¹, so the best trap is about 29 times faster than one direct path. This compares one trap with one path at the chosen prefactors. With fewer than about one such trap per 29 such paths, direct tunnelling would carry more current.

## (h) How far can the example be trusted for a real device?

**Solution.** The gap and mass are rough values for In₀.₅₃Ga₀.₄₇As, a material used in tunnel transistors. The attempt rates are round model choices, so the absolute rates are illustrative. They lie well below the value that part (a) gives for this barrier, about $7\times10^{14}$ s⁻¹ for a floor 0.1 to 0.15 eV below the level. The factor 29 of part (g) scales as $\sqrt{\nu_L\nu_R}/\nu_0$ and changes with these choices. Real junction fields are not uniform, and stronger fields than this one shorten the path and reduce both exponents.

**Varying decay.** With the two-band $\kappa(x)$ and the same prefactors, numerical evaluation moves the best position from 9.15 to 8.80 nm, a level 0.440 eV above the valence edge instead of 0.458 eV, and narrows the effective width from 4.45 to 3.70 nm. Decay is strongest near midgap, so a smaller displacement compensates the unequal prefactors. The peak rate is unchanged because $S_d$ is the same.

**Mass.** At fixed gap and field the exponent scales as $\sqrt m$. A mass of $0.05\,m_0$ raises the direct exponent to 11.69. The direct rate falls to $e^{-1.23}\approx0.29$ of its value, and the best-trap rate to $e^{-0.62}\approx0.54$.

**Trap charge.** Suppose that the trap is positive when empty, with relative permittivity 14, and hold it at the centre with its level at midgap. At distance $u$ from it, the energy from local midgap is $\varepsilon=\pm qFu+D/u$, where $D=q^2/(4\pi\epsilon_0\epsilon_r)$; the plus sign is for the conduction side. Numerical integration of $2\kappa$ over the parts with $|\varepsilon|<E_g/2$ gives 4.46 for the conduction leg, down from 5.23, and leaves the valence leg at 5.23.

The unchanged valence value follows from a substitution. With $y=qFu-D/u$,

$$\frac{du}{dy}=\frac1{2qF}\left(1+\frac{y}{\sqrt{y^2+4qFD}}\right).$$

The decay constant is even in $y$, so the odd second term integrates to zero over $-E_g/2<y<E_g/2$. What remains is the neutral-trap integral. With the new exponents, the filling rate is $10^{13}e^{-5.227}=5.4\times10^{10}$ s⁻¹ and the emptying rate $10^{12}e^{-4.462}=1.15\times10^{10}$ s⁻¹. The series rate is $9.5\times10^9$ s⁻¹, about twice that of the neutral central trap.

**Spin.** If the quoted $\nu_L$ did not already include both spins, doubling it would move $x^*$ by $\ln2/(4\kappa)=0.50$ nm and raise $R^*$ by $\sqrt2$.

**Temperature and filling.** At 300 K, $k_BT=0.0259$ eV. Take an energy window of 0.30 eV between the two Fermi levels, with the electron at its middle. Then $f_L-f_R=0.994$, so incomplete filling costs less than 1%. The level width $\hbar(c_L+c_R)=2.2\times10^{-5}$ eV is small compared with both $k_BT$ and the window, as part (e) requires. The width scales with the prefactors: with $7\times10^{14}$ s⁻¹ on both sides it would be about 5 meV, only five times below $k_BT$.

Thermal emission from midgap is estimated as $\sigma v_{\rm th}N_ce^{-E_g/(2k_BT)}$. Here $\sigma=10^{-15}$ cm² is a rough capture cross-section, $v_{\rm th}=\sqrt{3k_BT/m}$, and $N_c$ is the effective density of states of a parabolic band with the same mass. The result is about $6\times10^3$ s⁻¹. The best level of part (g) lies 0.083 eV above midgap, which raises the estimate to about $1.4\times10^5$ s⁻¹, still nearly five orders below $R^*$. For the charged midgap trap above, the attraction lowers the barrier by $2\sqrt{qFD}=0.143$ eV and gives about $1.5\times10^6$ s⁻¹, also far below its tunnelling rate.

An electron could also absorb a small energy $\eta$ at a midgap trap and tunnel a shorter way out. Leave out the trap charge at first. This costs a factor $e^{-\eta/k_BT}$ and gains at most $e^{2\kappa_{\max}\eta/(qF)}$, since lifting removes a path length $\eta/(qF)$. The gain can exceed the cost only above $T=qF/(2\kappa_{\max}k_B)\approx650$ K. For the charged trap above, the same estimate gives a lower temperature, about 570 K. These exponential estimates omit the strength of the phonon coupling.

**Breakdown.** If the 0.30 eV window is also the overlap of the two bands, an emerging electron can gain at most 0.30 eV above the drain band edge, apart from thermal energy. This is 0.40 of the gap, too little to create an electron–hole pair. A larger reverse bias can remove that protection.

All numerical values are calculated from the stated model.
